\section*{Finite-size correction for charged slabs: periodic Poisson matrix and scaled cells, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Hartree atomic units and Gaussian electrostatics are used. The supercell is $L\times L\times L_z$, with area $A=L^2$ and volume $\Omega=AL_z$. A charged defect is modelled by a spherical Gaussian of charge $q$ and width $\sigma$ at height $z_0$; its normalised profile along $z$ is $\rho_z(z)=e^{-(z-z_0)^2/2\sigma^2}/(\sqrt{2\pi}\sigma)$, with cumulative fraction $F(z)=\int_{-\infty}^z\rho_z$. Screening is local, linear and static, with in-plane and normal components
\begin{equation}
\varepsilon_{\parallel,\perp}(z)=1+(\varepsilon_{\parallel,\perp}-1)s(z),\qquad
s(z)=\tfrac12\Big[\mathrm{erf}\tfrac{z+t/2}{w}-\mathrm{erf}\tfrac{z-t/2}{w}\Big],
\end{equation}
a slab of thickness $t$ centred at $z=0$ with edges of width $w$, repeated with period $L_z$. The periodic potential obeys
\begin{equation}
-\nabla\cdot(\varepsilon\nabla V)=4\pi\,(\rho-q/\Omega),\qquad \langle V\rangle=0,
\label{poisson}
\end{equation}
where $-q/\Omega$ is the uniform neutralising background and $\langle\cdot\rangle$ the cell average. The periodic energy is $E_{\rm per}=\frac12\int_\Omega\rho V$, and $E_{\rm iso}$ is the same integral for one charge, no background, and $V\to0$ at infinity. The Komsa--Pasquarello correction to be added to a supercell energy is
\begin{equation}
E_{\rm corr}=E_{\rm iso}-E_{\rm per}-q\,\Delta V,
\label{corr}
\end{equation}
with $\Delta V$ the electrostatic potential of the target system minus that of the model, far from the charge. It is the potential felt by a positive unit charge; an electron's potential energy has the opposite sign.

Scaling the cell, $L=\alpha L_0$ at fixed $L_z/L$, can mean two things. In mode A (surface) $t$ grows with $\alpha$ while the depth $d$ of the charge below the face, $\sigma$ and $w$ stay fixed; the limit is a half-space. In mode B (two-dimensional layer) $t$ stays fixed; the limit is a free slab.

\section{The matrix problem}

Write $V=\sum_{\mathbf k,G}V_{\mathbf kG}e^{i\mathbf k\cdot\mathbf r_\parallel+iGz}$ with $\mathbf k=2\pi\mathbf n/L$ ($\mathbf n\in\mathbb Z^2$) and $G=2\pi m/L_z$, and $\varepsilon(z)=\sum_G\varepsilon(G)e^{iGz}$. Since $\varepsilon$ has no in-plane dependence, different $\mathbf k$ do not mix. The gradient gives $i(\mathbf k,G')V_{\mathbf kG'}$, multiplication by $\varepsilon(z)$ is a convolution in $G$, and $-\nabla\cdot$ gives $-i(\mathbf k,G)\cdot$; the product $(-i)(i)=1$ leaves
\begin{equation}
\sum_{G'}\big[G\,\varepsilon_\perp(G-G')\,G'+k^2\varepsilon_\parallel(G-G')\big]V_{\mathbf kG'}=4\pi\rho_{\mathbf kG},
\end{equation}
that is $\mathsf A(k)=\mathsf B+k^2\mathsf C$. The profile $s$ is a box convolved with $e^{-z^2/w^2}/(w\sqrt\pi)$, so its coefficients are the product $s(G)=2\sin(Gt/2)\,e^{-G^2w^2/4}/(GL_z)$, $s(0)=t/L_z$. They are real and even, so $\mathsf B$ and $\mathsf C$ are real symmetric. The source is $\rho_{\mathbf kG}=(q/\Omega)e^{-k^2\sigma^2/2}b_G$ with $b_G=e^{-G^2\sigma^2/2-iGz_0}$, except that the background cancels the $(\mathbf k,G)=(0,0)$ component. Parseval's relation gives $E_{\rm per}=\frac\Omega2\sum\rho^*V$, and with $V=4\pi\mathsf A^{-1}\rho$,
\begin{equation}
E_{\rm per}=\frac{2\pi q^2}{\Omega}\sum_{\mathbf k}e^{-k^2\sigma^2}\,b^\dagger\mathsf A(k)^{-1}b .
\label{eper}
\end{equation}
At $k=0$ the $G=0$ row and column of $\mathsf B$ vanish, the source there is zero, and $V_{00}=0$ by convention, so that row and column are removed from $\mathsf B$ and $b$.

\section{Three plane waves by hand}

Keep $G\in\{-\gamma,0,\gamma\}$, $\gamma=2\pi/L_z$, take an isotropic profile with coefficients $\varepsilon_0,\varepsilon_1,\varepsilon_2$ at $0,\gamma,2\gamma$, and set $\beta=e^{-\gamma^2\sigma^2/2}$. Each element is $\varepsilon(G-G')(k^2+GG')$:
\begin{equation}
\mathsf A=\begin{pmatrix}
\varepsilon_0(k^2+\gamma^2)&\varepsilon_1k^2&\varepsilon_2(k^2-\gamma^2)\\
\varepsilon_1k^2&\varepsilon_0k^2&\varepsilon_1k^2\\
\varepsilon_2(k^2-\gamma^2)&\varepsilon_1k^2&\varepsilon_0(k^2+\gamma^2)
\end{pmatrix},\qquad
b=\begin{pmatrix}\beta e^{i\gamma z_0}\\1\\ \beta e^{-i\gamma z_0}\end{pmatrix}.
\end{equation}
The profile is even, so use $e_0$, $e_c=(e_++e_-)/\sqrt2$ and $e_s=(e_+-e_-)/\sqrt2$. Then $b_c=\sqrt2\beta\cos\gamma z_0$, $b_s=-i\sqrt2\beta\sin\gamma z_0$, and the non-zero elements are
\begin{align}
A_{00}&=\varepsilon_0k^2,& A_{cc}&=k^2(\varepsilon_0+\varepsilon_2)+\gamma^2(\varepsilon_0-\varepsilon_2),\nonumber\\
A_{0c}&=\sqrt2\,\varepsilon_1k^2,& A_{ss}&=k^2(\varepsilon_0-\varepsilon_2)+\gamma^2(\varepsilon_0+\varepsilon_2).
\end{align}
Inverting the $2\times2$ block gives
\begin{equation}
b^\dagger\mathsf A^{-1}b=\frac{A_{cc}-2\sqrt2\,\varepsilon_1k^2b_c+\varepsilon_0k^2b_c^2}{k^2(\varepsilon_0A_{cc}-2\varepsilon_1^2k^2)}+\frac{|b_s|^2}{A_{ss}} .
\end{equation}
Define $\mu=\varepsilon_0+\varepsilon_2-2\varepsilon_1^2/\varepsilon_0$ and $D=\mu k^2+\gamma^2(\varepsilon_0-\varepsilon_2)$, so that $A_{cc}=D+2\varepsilon_1^2k^2/\varepsilon_0$. The denominator is $\varepsilon_0k^2D$ and the numerator is $D+\varepsilon_0k^2(b_c-\sqrt2\varepsilon_1/\varepsilon_0)^2$, as expanding the square shows. Hence
\begin{equation}
b^\dagger\mathsf A^{-1}b=\frac1{\varepsilon_0k^2}+\frac{(b_c-\sqrt2\varepsilon_1/\varepsilon_0)^2}{\mu k^2+\gamma^2(\varepsilon_0-\varepsilon_2)}+\frac{|b_s|^2}{(\varepsilon_0-\varepsilon_2)k^2+\gamma^2(\varepsilon_0+\varepsilon_2)} .
\label{tiny}
\end{equation}
For $\varepsilon_1=\varepsilon_2=0$ this is the bulk result $\sum_G|b_G|^2/[\varepsilon_0(k^2+G^2)]$. In general it is a sum of three simple poles in $k^2$ whose positions and weights do not depend on $k$. They belong to the vectors $e_0$, $e_c-(\sqrt2\varepsilon_1/\varepsilon_0)e_0$ and $e_s$, which solve $\mathsf Bv=\lambda\mathsf Cv$ with $\lambda=0$, $\gamma^2(\varepsilon_0-\varepsilon_2)/\mu$ and $\gamma^2(\varepsilon_0+\varepsilon_2)/(\varepsilon_0-\varepsilon_2)$.

Removing the $G=0$ row and column at $k=0$ gives
\begin{equation}
b^\dagger\mathsf B^{-1}b\big|_{G\ne0}=\frac{b_c^2}{\gamma^2(\varepsilon_0-\varepsilon_2)}+\frac{|b_s|^2}{\gamma^2(\varepsilon_0+\varepsilon_2)} .
\end{equation}
This is not \eqref{tiny} with the first pole struck out, which would carry $(b_c-\sqrt2\varepsilon_1/\varepsilon_0)^2$ in place of $b_c^2$. The uniform background removes $b_0$, not the $\lambda=0$ mode, so the $k=0$ term must be evaluated with $b_0$ set to zero, which turns the weight of the second mode into $b_c^2$.

\section{The general solver}

For any trial $V$, $V^\dagger\mathsf AV=L_z^{-1}\int(\varepsilon_\perp|V'|^2+k^2\varepsilon_\parallel|V|^2)\,dz$. With positive profiles, $\mathsf C$ and $\mathsf A(k\ne0)$ are therefore positive definite, and so is $\mathsf B$ once the constant is removed. Completing the square,
\begin{equation}
2\,\mathrm{Re}\,b^\dagger V-V^\dagger\mathsf AV=b^\dagger\mathsf A^{-1}b-(V-\mathsf A^{-1}b)^\dagger\mathsf A(V-\mathsf A^{-1}b),
\end{equation}
so $b^\dagger\mathsf A^{-1}b$ is the maximum of the left side. A larger cutoff enlarges the trial space, and $E_{\rm per}$ cannot decrease. For the base cell of mode A below, cutoffs of 1, 2, 3, 5 and 7 bohr$^{-1}$ give 0.0281705, 0.0282695, 0.0282713, 0.0282713 and 0.0282713 Ha; the monotone rise is tested.

Since $\mathsf C$ is positive definite, $\mathsf Bv_j=\lambda_j\mathsf Cv_j$ has a complete set with $v_i^T\mathsf Cv_j=\delta_{ij}$. Then $v_i^T\mathsf Av_j=(\lambda_j+k^2)\delta_{ij}$ and
\begin{equation}
b^\dagger\mathsf A(k)^{-1}b=\sum_j\frac{|v_j^Tb|^2}{\lambda_j+k^2},\qquad k\neq0 .
\end{equation}
One diagonalisation replaces a factorisation for every shell of equal $|\mathbf k|$. Agreement with one linear solve per $k$ is tested to $10^{-10}$ Ha on both base cells.

The $k=0$ term has a real-space form. Averaging \eqref{poisson} over the plane, the displacement $\mathcal D=-\varepsilon_\perp V'$ obeys $\mathcal D'=4\pi(q/A)(\rho_z-1/L_z)$, so $\mathcal D=4\pi qu/A$ with $u=F-z/L_z+c$. Periodicity of $V$ requires $\int V'=0$, that is $\int u/\varepsilon_\perp\,dz=0$, which fixes $c$. Integrating $\frac A{8\pi}\int\mathcal D'V$ by parts gives
\begin{equation}
T_0=\frac{A}{8\pi}\int\frac{\mathcal D^2}{\varepsilon_\perp}dz=\frac{2\pi q^2}{A}\int\frac{u^2}{\varepsilon_\perp}\,dz .
\label{t0}
\end{equation}
Matrix and quadrature both give 0.01350604 Ha for the base cell of mode A.

\section{An independent isolated energy}

Without periodicity the sum becomes $\int d^2k/(2\pi)^2$, and
\begin{equation}
E_{\rm iso}=\frac{q^2}{4\pi}\int_0^\infty k\,h(k)\,dk,\qquad h=e^{-k^2\sigma^2}g(k),\qquad g=\int\rho_zV\,dz,
\end{equation}
where $-(\varepsilon_\perp V')'+k^2\varepsilon_\parallel V=4\pi\rho_z$. Beyond $z=\pm R$ the medium is uniform and $V$ decays as $e^{\mp k\sqrt{\varepsilon_\parallel/\varepsilon_\perp}\,z}$, so $\varepsilon_\perp V'=\mp k\sqrt{\varepsilon_\parallel\varepsilon_\perp}\,V$ at $\pm R$. This is solved by second-order finite differences with Richardson extrapolation. The periodic counterpart of $g$ is $g_L=(4\pi/L_z)b^\dagger\mathsf A^{-1}b$, since \eqref{eper} reads $E_{\rm per}=(q^2/2A)\sum e^{-k^2\sigma^2}g_L$. When $k$ times the vacuum gap between the periodic images of the slab is large, the images decouple and the two must agree: for the anisotropic slab of mode B with $k=0.5$ bohr$^{-1}$, $z_0=2$ and $L_z=60$ bohr both give 0.8636436 bohr.

A sharp isotropic surface with the medium at $z<0$ tests the solver. There $V=(2\pi/\varepsilon k)[e^{-k|z-z'|}+re^{k(z+z')}]$ for a sheet at $z'<0$. The outflow condition $\varepsilon V'=-kV$ at $z=0$ gives $\varepsilon(r-1)=-(1+r)$, so $r=(\varepsilon-1)/(\varepsilon+1)$: a mirror charge $rq$. Averaged over both Gaussian profiles, $e^{-k|z-z'|}$ becomes $e^{k^2\sigma^2}\mathrm{erfc}(k\sigma)$, so the direct term gives the self-energy $(q^2/2\varepsilon)\int_0^\infty\mathrm{erfc}(k\sigma)\,dk=q^2/(2\sqrt\pi\sigma\varepsilon)$. Two Gaussians of width $\sigma$ at distance $2d$ interact as $\mathrm{erf}(d/\sigma)/2d$, and the energy takes half of it. If the charge lies inside the medium,
\begin{equation}
E_{\rm iso}=\frac{q^2}{2\sqrt\pi\sigma\varepsilon}+\frac{q^2(\varepsilon-1)}{\varepsilon(\varepsilon+1)}\frac{\mathrm{erf}(d/\sigma)}{4d}.
\end{equation}
For $\varepsilon=5$, $\sigma=2$, $d=12$ bohr both routes give 0.03098726 Ha. The formula needs $d\gg\sigma$: where $\mathrm{erf}(d/\sigma)$ differs noticeably from one, part of the charge already lies outside the medium, and at $d=3$ bohr the formula is too high by $4\times10^{-4}$ Ha.

The small-$k$ form of $g$ for a symmetric slab in vacuum with a centred charge is needed below. Integrating the equation over $[-R,R]$ gives $2kV(R)+k^2\int\varepsilon_\parallel V=4\pi$. To leading order $V=2\pi/k$ everywhere, so $V(R)=2\pi/k-\pi\int\varepsilon_\parallel+O(k)$. Inside, $k^2V=O(k)$, so $\varepsilon_\perp V'=-4\pi(F-\frac12)+O(k)$ by symmetry. Integrating by parts, $g=V(R)-\int FV'=V(R)+4\pi\int F(F-\frac12)/\varepsilon_\perp$. Under $z\to-z$, $F\to1-F$, and the symmetrised integrand is $(F-\frac12)^2=\frac14-F(1-F)$. Therefore
\begin{equation}
g=\frac{2\pi}k(1-r_{\rm eff}k+\dots),\qquad
r_{\rm eff}=\frac12\int\Big(\varepsilon_\parallel-\frac1{\varepsilon_\perp}\Big)dz+2\int\frac{F(1-F)}{\varepsilon_\perp}dz .
\label{reff}
\end{equation}
For mode B this is 39.532 bohr, against 39.530 bohr from the solver at $k=10^{-4}$ bohr$^{-1}$, read off as $(2\pi/kg-1)/k$, which equals $r_{\rm eff}$ up to terms of order $k$. For $k\ll1/r_{\rm eff}$ the slab does not screen.

This part has given a plane-wave solver for the periodic energy and an independent open-boundary calculation of the isolated energy, and has checked them against each other. What remains is how the periodic energy approaches the isolated one as the cell grows, the derivation of the alignment term, and the worked examples for both scaling modes.
